# Dimer Dissociation Enthalpy from the Apparent Molar Mass of a Vapour

## Question

A precursor vapour contains monomers M and dimers D in equilibrium,

$$\mathrm{D}\rightleftharpoons 2\,\mathrm{M}.$$

Its density is measured at a total pressure $P=1$ bar and converted to an apparent molar mass with the ideal gas law. Divided by the molar mass of the monomer, the result is $r_1=1.8$ at $T_1=400$ K and $r_2=1.2$ at $T_2=500$ K. The standard pressure is $P_0=1$ bar. In parts (a) to (d), treat the vapour as an ideal gas mixture, the dissociation enthalpy as constant, and the readings as exact.

**(a)** Find the mole fractions of monomer and dimer at each temperature, and the mass fraction of dimer.

**(b)** Derive the equilibrium condition from the Gibbs energy, and find the dissociation constant $K$ at each temperature.

**(c)** Find the enthalpy and entropy of dissociation.

**(d)** Predict $r$ at 450 K and 1 bar, and the monomer mole fraction at 400 K and 1 Torr.

**(e)** How uncertain is the enthalpy if each $r$ has an independent standard error of 0.01? What range is possible if each $r$ is known only to within $\pm0.05$?

**(f)** Suppose that the dissociation enthalpy varies linearly with temperature. To which temperature does the value from (c) belong? Estimate the correction to 298.15 K.

**(g)** Estimate separately the effects of (i) gas imperfection, with one second virial coefficient for all pairs of molecules, $B=-800$ cm³/mol at 400 K and $-400$ cm³/mol at 500 K, and (ii) a trimer mole fraction of 0.02 at 400 K and zero at 500 K.

**(h)** Compare the model with trimethylaluminium, and discuss its use for a low-pressure delivery line.

## Model answers

### (a) Composition

Let $n_1$ and $n_2$ be the amounts of monomer and dimer, and $M_1$ the monomer molar mass. The mass of the vapour is $m=n_1M_1+2n_2M_1$. The ideal gas law counts molecules of either kind, $PV=(n_1+n_2)RT$, so the apparent molar mass is

$$\frac{mRT}{PV}=\frac{m}{n_1+n_2}=M_1(x_1+2x_2),$$

where $x_1$ and $x_2$ are mole fractions. Hence $r=x_1+2x_2$. Subtracting $x_1+x_2=1$ gives

$$x_2=r-1,\qquad x_1=2-r .$$

At 400 K, $x_1=0.2$ and $x_2=0.8$; at 500 K, $x_1=0.8$ and $x_2=0.2$. The limits are as they should be: $r=2$ is pure dimer and $r=1$ pure monomer.

A dimer carries twice the mass of a monomer, so its mass fraction is $2x_2/(x_1+2x_2)=2(r-1)/r$. This is 0.889 at 400 K and 0.333 at 500 K. These are not the mole fractions, and it is the mole fractions that enter the equilibrium condition below.

### (b) Equilibrium constant

In an ideal mixture the chemical potentials are

$$\mu_i=\mu_i^\circ+RT\ln\frac{x_iP}{P_0},\qquad G=n_1\mu_1+n_2\mu_2 .$$

Let an amount $d\xi$ of dimer dissociate at fixed $T$ and $P$. Then $dn_2=-d\xi$ and $dn_1=2\,d\xi$. The chemical potentials change as well, but their contribution vanishes. With $n=n_1+n_2$,

$$n_1d\mu_1+n_2d\mu_2=nRT\left(x_1\frac{dx_1}{x_1}+x_2\frac{dx_2}{x_2}\right)=nRT\,(dx_1+dx_2)=0 .$$

Therefore $dG=(2\mu_1-\mu_2)\,d\xi$, and $G$ is stationary when $2\mu_1=\mu_2$. The point is a minimum, because further dissociation raises $x_1$ and lowers $x_2$, which makes $2\mu_1-\mu_2$ grow.

With $\Delta G^\circ=2\mu_1^\circ-\mu_2^\circ$, the condition reads

$$\Delta G^\circ+RT\ln\frac{(x_1P/P_0)^2}{x_2P/P_0}=0 .$$

One factor of $P/P_0$ cancels. Defining $K=e^{-\Delta G^\circ/RT}$ and inserting the result of (a),

$$K=\frac{x_1^2}{x_2}\frac{P}{P_0}=\frac{(2-r)^2}{r-1}\frac{P}{P_0}.$$

At $P=P_0$ this gives

$$K_1=\frac{0.2^2}{0.8}=0.050,\qquad K_2=\frac{0.8^2}{0.2}=3.20 .$$

The same values follow from the fraction $\alpha$ of the original dimers that has dissociated. One mole of original dimers becomes $1-\alpha$ moles of dimer and $2\alpha$ moles of monomer, $1+\alpha$ moles in all. Thus $r=2/(1+\alpha)$, and

$$K=\frac{[2\alpha/(1+\alpha)]^2}{(1-\alpha)/(1+\alpha)}\frac{P}{P_0}=\frac{4\alpha^2}{1-\alpha^2}\frac{P}{P_0}.$$

Here $\alpha=2/r-1$ is 0.111 at 400 K and 0.667 at 500 K, which again gives 0.050 and 3.20.

### (c) Enthalpy and entropy

From $\Delta G^\circ=\Delta H-T\Delta S^\circ$ and $d\Delta G^\circ/dT=-\Delta S^\circ$,

$$\frac{d}{dT}\frac{\Delta G^\circ}{T}=-\frac{\Delta S^\circ}{T}-\frac{\Delta G^\circ}{T^2}=-\frac{\Delta H}{T^2}.$$

Since $\ln K=-\Delta G^\circ/(RT)$,

$$\frac{d\ln K}{dT}=\frac{\Delta H}{RT^2}.$$

For constant $\Delta H$, integration from $T_1$ to $T_2$ gives

$$\ln\frac{K_2}{K_1}=\frac{\Delta H}{R}\left(\frac1{T_1}-\frac1{T_2}\right),\qquad
\Delta H=\frac{R\ln(K_2/K_1)}{1/T_1-1/T_2}.$$

The ratio $K_2/K_1$ is 64, and its logarithm is 4.1589. Therefore

$$\Delta H=\frac{8.3145\times4.1589}{0.000500}\ \mathrm{J/mol}=69.2\ \mathrm{kJ/mol}.$$

This is the enthalpy per mole of dimer dissociated, equivalent to 0.717 eV per dimer. It is positive: dissociation absorbs heat, and heating favours the monomer.

The entropy follows from $-RT_1\ln K_1=\Delta H-T_1\Delta S^\circ$:

$$\Delta S^\circ=\frac{\Delta H}{T_1}+R\ln K_1=148\ \mathrm{J/(mol\,K)}.$$

It is positive, as expected when one gas molecule becomes two. Setting $\Delta G^\circ=0$ gives $K=1$ at $T=\Delta H/\Delta S^\circ=467$ K. This is not the temperature of equal mole fractions at 1 bar. Putting $x_1=x_2=1/2$ into the expression for $K$ gives $K=1/2$, which is reached at a lower temperature.

### (d) Predictions

Put $\kappa=KP_0/P$. Since $x_2=1-x_1$, equilibrium requires $x_1^2=\kappa(1-x_1)$, or

$$x_1^2+\kappa x_1-\kappa=0,\qquad x_1=\frac{-\kappa+\sqrt{\kappa^2+4\kappa}}2 .$$

The other root is negative and has no physical meaning. For small $\kappa$, $x_1\approx\sqrt\kappa$ and dimers dominate. For large $\kappa$, $x_2=x_1^2/\kappa\approx1/\kappa$ and monomers dominate.

At 450 K,

$$K=K_1\exp\left[\frac{\Delta H}{R}\left(\frac1{400\ \mathrm K}-\frac1{450\ \mathrm K}\right)\right]=0.504 .$$

At 1 bar $\kappa$ has the same value, and $r=2-x_1=1.499$. The vapour is then close to equal numbers of monomers and dimers. Two readings determine the two constants $\Delta H$ and $\Delta S^\circ$ and leave nothing over to test the model. A reading at 450 K offers a check: a departure from 1.499 of several times the combined standard error of reading and prediction would be strong evidence that some assumption fails. As a test for a varying enthalpy, however, the check is weak. With a standard error of 0.01 in each of the three readings, the combined standard error is about 0.015, whereas a constant heat capacity change of $-2R$, as estimated in (f), would move $r$ by only 0.002. Agreement would therefore not prove that the enthalpy is constant. At 1 bar, a reading at 350 K or 550 K would serve no better: the vapour is then nearly pure, and $r$ responds little to a change in $K$.

At 400 K and 1 Torr, $K$ is still 0.050, but 1 bar is about 750 Torr, so $\kappa\approx37.5$. The monomer fraction is $x_1=0.975$, compared with 0.200 at the same temperature and 1 bar. Lower pressure favours the side with more molecules.

### (e) Errors of the readings

The result of (b) can be written $\ln K=2\ln(2-r)-\ln(r-1)+\ln(P/P_0)$. Hence

$$\frac{d\ln K}{dr}=-\left(\frac{2}{2-r}+\frac1{r-1}\right).$$

This is $-11.25$ at $r=1.8$ and $-7.50$ at $r=1.2$. The sensitivity grows without limit towards either pure species, because the amount of the minority species is then a small difference between two numbers. Its magnitude is least where $2/(2-r)^2=1/(r-1)^2$. Taking the positive root, $\sqrt2(r-1)=2-r$, so $r=\sqrt2$.

For independent errors $\sigma$ in the two readings, to first order,

$$\sigma_H=\frac{R\sigma}{1/T_1-1/T_2}\sqrt{11.25^2+7.50^2}.$$

With $\sigma=0.01$ this is 2.25 kJ/mol, about 3 % of $\Delta H$.

For errors as large as 0.05 the full formula should be used. Because $\ln K$ falls as $r$ rises, $\Delta H$ is largest for the highest $r_1$ and the lowest $r_2$. The pair $(1.85,\,1.15)$ gives 86.5 kJ/mol, and the pair $(1.75,\,1.25)$ gives 54.8 kJ/mol. Readings known only to one decimal therefore leave a range of more than 30 kJ/mol. The three figures in 69.2 kJ/mol rest on taking the readings as exact.

### (f) Temperature dependence of the enthalpy

Let $\Delta H(T)=a+cT$, where $c=\Delta C_p$ is the heat capacity change. Then

$$R\ln\frac{K_2}{K_1}=\int_{T_1}^{T_2}\frac{a+cT}{T^2}\,dT=a\left(\frac1{T_1}-\frac1{T_2}\right)+c\ln\frac{T_2}{T_1}.$$

Dividing by $1/T_1-1/T_2$, the two-point formula returns $a+cT^*$, which is the enthalpy at

$$T^*=\frac{\ln(T_2/T_1)}{1/T_1-1/T_2}=446.3\ \mathrm K .$$

To estimate $c$, take nonlinear monomers whose internal vibrations are unchanged by dimerisation, so that these cancel in the difference. Each free monomer has thermal energy $3RT$ from translation and rotation, and $PV$ adds $RT$ to its enthalpy, making $4RT$. The dimer also has $4RT$ from these sources, plus six vibrations of one monomer against the other. If all six are classical, they add $6RT$. Hence

$$\Delta C_p=2(4R)-(4R+6R)=-2R=-16.6\ \mathrm{J/(mol\,K)}.$$

Quantum vibrations store less heat. For harmonic oscillators of wave number $\tilde\nu_j$, with $\theta_j=hc_0\tilde\nu_j/k_B$ ($c_0$ is the speed of light), the model enthalpy is

$$\Delta H(T)=D_0+4RT-R\sum_{j=1}^{6}\frac{\theta_j}{e^{\theta_j/T}-1},$$

where $D_0$ is the dissociation energy at absolute zero. With chosen wave numbers of 50, 80, 120, 180, 250 and 350 cm⁻¹, $\Delta C_p$ at $T^*$ is $-15.0$ J/(mol K).

The constant $D_0$ cancels in $\Delta H(298.15\ \mathrm K)-\Delta H(T^*)$, which is $+2.1$ kJ/mol. The enthalpy at 298.15 K is then about 71 kJ/mol. This correction belongs to the soft wave numbers chosen. Stiffer vibrations, as strong bridge bonds may give, store less heat: with 300, 400, 500, 600, 700 and 800 cm⁻¹ the correction shrinks to about $+0.1$ kJ/mol, and for still stiffer modes $\Delta C_p$ rises towards $+4R$ and the correction changes sign. For this oscillator model the $T^*$ rule is an approximation, since $\Delta C_p$ itself depends on temperature.

### (g) Gas imperfection and trimers

**(i) Virial correction.** Here $B$ describes the interactions that remain after bound dimers have been counted as a separate species. The volume is $V=n(RT/P+B)$. With $b=BP/(RT)$, the apparent value is

$$r=\frac{m}{M_1}\frac{RT}{PV}=\frac{r_{\mathrm{true}}}{1+b},\qquad r_{\mathrm{true}}=r(1+b).$$

Attraction ($B<0$) makes the gas denser and so raises the apparent mass.

Integrating the extra volume $nB$ over pressure adds $nBP$ to $G$, and thus $BP$ to each chemical potential. In $2\mu_1-\mu_2$ one such term survives:

$$\Delta G^\circ+BP+RT\ln\left(\frac{x_1^2}{x_2}\frac{P}{P_0}\right)=0,$$

$$K=\frac{(2-r_{\mathrm{true}})^2}{r_{\mathrm{true}}-1}\frac{P}{P_0}\,e^{b}.$$

The given coefficients make $b=-0.0241$ at 400 K and $-0.0096$ at 500 K. The constants become 0.0764 and 3.46, and the enthalpy falls to 63.4 kJ/mol, a shift of $-5.7$ kJ/mol. A density error of about 2 % matters so much because at 400 K it changes the small monomer fraction by a much larger relative amount.

**(ii) Trimers.** With trimer fraction $x_3$, the two conditions are

$$x_1+x_2+x_3=1,\qquad x_1+2x_2+3x_3=r .$$

Their difference gives $x_2=r-1-2x_3$, and the first then gives $x_1=2-r+x_3$. At 400 K, $x_1=0.22$ and $x_2=0.76$. The relation $2\mu_1=\mu_2$ still holds in the ideal mixture, so $K_1=0.22^2/0.76=0.0637$. With $K_2$ unchanged, $\Delta H=65.1$ kJ/mol, a shift of $-4.0$ kJ/mol.

Both corrections lower the result for the values assumed. They have been estimated separately, and their joint effect need not be the sum.

### (h) Trimethylaluminium and the delivery line

Trimethylaluminium forms methyl-bridged dimers with a dissociation enthalpy of roughly 80 to 90 kJ/mol. The model value of 69 kJ/mol is lower but of the same size, and the data of this question are not measurements on that compound. Trimethylaluminium boils near 400 K at atmospheric pressure, so a density measurement at 400 K and 1 bar would be made close to condensation, where gas imperfection deserves attention. The virial coefficients in (g) were chosen for illustration; they are not values for trimethylaluminium.

The prediction for 1 Torr applies to a line at 400 K. In a cooler line the equilibrium shifts back towards the dimer: with the constants from (c), the monomer fraction at 1 Torr is 0.73 at 350 K and only 0.17 at 300 K. These values belong to the model, not to trimethylaluminium, and they depend strongly on the enthalpy: with 85 kJ/mol and the same $K$ at 400 K, the fraction at 300 K would be 0.08. The prediction also assumes that the gas has time to reach equilibrium after expansion. A flowing line may not allow this. In the opposite limit, vapour equilibrated at 400 K and 1 bar expands to 1 Torr with its composition frozen. At the same final temperature its monomer fraction is then 0.200 instead of 0.975. Equilibrium data alone cannot decide between these limits; the dissociation rate and the residence time are also needed. If an inert carrier gas is present, $P$ in the composition formula must be the combined partial pressure of monomer and dimer, since in an ideal mixture the carrier takes no part in the equilibrium. The resulting $x_1$ is then the monomer fraction among the precursor molecules alone, not in the whole gas.

Numbers in the example were calculated in double precision.
